\section*{Transfer Matrices for One-Dimensional Dirac Scattering and Kronig–Penney Bands}

\section{Definitions and the naive scheme}

A particle of mass $m$ moves along $x$ under the Hamiltonian
\begin{equation}
H=c\,\sigma_x p+[mc^2+S(x)]\,\sigma_z+V(x),\qquad p=-i\hbar\,\frac{d}{dx},
\end{equation}
with $V$ and $S$ real and bounded. $V$ is the time component of a Lorentz vector and shifts the energy; $S$ is a Lorentz scalar and shifts the mass. A static spatial vector component would replace $p$ by $p-A(x)$. The substitution $\psi\to\exp[(i/\hbar)\int^xA\,dx']\,\psi$ removes it, so it is omitted; for a periodic profile it only shifts the Bloch wave number by the mean of $A/\hbar$. We write
\begin{equation}
\varepsilon=E-V,\qquad M=mc^2+S,\qquad \hbar^2c^2k^2=\varepsilon^2-M^2 .
\end{equation}
The spinor is $\psi=(u,v)^T$ and its current is $j=c\,\psi^\dagger\sigma_x\psi=2c\,\mathrm{Re}(u^*v)$. The treatment is that of a single particle; the many-particle vacuum is not included. Numbers are in units of $mc^2$ for energy and $\hbar/(mc)$ for length. For the electron these are $511.0$ keV and $0.3862$ pm. A slope of one unit of energy per unit of length is then the critical field $m^2c^3/(e\hbar)\approx1.3\times10^{18}$ V/m, at which pairs are created from the vacuum. The smooth step below reaches five times this field, so the examples illustrate the one-particle equation and the algorithm, not an experiment with electrons.

The naive algorithm cuts the profile into constant layers, writes in each
\begin{equation}
\psi=A\,e^{ikx}\begin{pmatrix}1\\ \hbar ck/(\varepsilon+M)\end{pmatrix}
+B\,e^{-ikx}\begin{pmatrix}1\\ -\hbar ck/(\varepsilon+M)\end{pmatrix},\qquad k\ge 0,
\end{equation}
matches $\psi$ at the interfaces, and calls $A$ the outgoing amplitude on the right. It fails in four ways.
\begin{enumerate}
\item At $\varepsilon=\pm M$ we have $k=0$, and the two spinors no longer form a basis.
\item If $\varepsilon>M$ in the left lead and $\varepsilon<-M$ in the right lead, the reflection probability exceeds one.
\item Behind a thick barrier, elimination gives the transmission amplitude as a difference of huge numbers.
\item The sum $R+T=1$ looks like a check of accuracy, but it holds for a badly resolved profile too.
\end{enumerate}
Each failure fixes one part of a better design.

\section{Propagate the spinor, not the amplitudes}

The first failure comes from the basis, not from the equation. The stationary equation reads $-i\hbar c\,\sigma_x\psi'=(\varepsilon-M\sigma_z)\psi$. Multiplying by $(i/\hbar c)\sigma_x$ and using $\sigma_x^2=1$ gives
\begin{equation}
\psi'=G\psi,\qquad G=\frac{i}{\hbar c}\,\sigma_x(\varepsilon-M\sigma_z)
=\frac{i}{\hbar c}\begin{pmatrix}0&\varepsilon+M\\ \varepsilon-M&0\end{pmatrix}.
\label{G}
\end{equation}
Since $G$ is bounded, $\psi$ is continuous at finite jumps of $V$ and $S$, and no condition on derivatives is needed. Squaring the matrix gives
\begin{equation}
G^2=-\frac{(\varepsilon+M)(\varepsilon-M)}{\hbar^2c^2}=-k^2 .
\end{equation}
In the series for $e^{Gd}$ the even powers are therefore $(-k^2)^nd^{2n}/(2n)!$ and the odd ones $G(-k^2)^nd^{2n+1}/(2n+1)!$. Their sum is the propagator of a layer of width $d$:
\begin{equation}
\mathcal T=\cos kd+G\,\frac{\sin kd}{k}.
\label{layer}
\end{equation}
Both functions are even in $k$, so no sign of the root has to be chosen. For $|\varepsilon|<|M|$ they become $\cosh\kappa d$ and $\sinh(\kappa d)/\kappa$ with $k=i\kappa$; at $k=0$ they are $1$ and $d$. One formula thus covers propagating, evanescent, threshold and Klein layers. A profile is the ordered product $\mathcal T=\mathcal T_n\cdots\mathcal T_2\mathcal T_1$, with the leftmost layer acting first.

\section{Current conservation as a group property}

For a solution of (\ref{G}),
\begin{equation}
\frac{d}{dx}\,\psi^\dagger\sigma_x\psi=\psi^\dagger(G^\dagger\sigma_x+\sigma_xG)\psi .
\end{equation}
For real $\varepsilon$ and $M$ we have $G^\dagger=-(i/\hbar c)(\varepsilon-M\sigma_z)\sigma_x$. Hence
\begin{equation}
G^\dagger\sigma_x+\sigma_xG=-\frac{i}{\hbar c}(\varepsilon-M\sigma_z)+\frac{i}{\hbar c}(\varepsilon-M\sigma_z)=0 .
\end{equation}
The same calculation applied to $\mathcal T^\dagger\sigma_x\mathcal T$ shows that it keeps its initial value $\sigma_x$. Also $\mathrm{tr}\,G=0$ gives $\det\mathcal T=1$. Both properties pass to products:
\begin{equation}
\mathcal T^\dagger\sigma_x\mathcal T=\sigma_x,\qquad \det\mathcal T=1 .
\label{group}
\end{equation}

To see which group this is, take $W=(\sigma_x+\sigma_z)/\sqrt2$, for which $W^2=1$ and $W\sigma_xW=\sigma_z$. Then $C=W\mathcal TW$ obeys $C^\dagger\sigma_zC=\sigma_z$ and $\det C=1$, so $C^{-1}=\sigma_zC^\dagger\sigma_z$. Written out for $C=\begin{pmatrix}a&b\\ f&g\end{pmatrix}$,
\begin{equation}
\begin{pmatrix}g&-b\\-f&a\end{pmatrix}=\begin{pmatrix}a^*&-f^*\\-b^*&g^*\end{pmatrix}.
\end{equation}
Thus $g=a^*$ and $f=b^*$, and the determinant gives $|a|^2-|b|^2=1$. These are the matrices of SU(1,1).

Reality of the potentials is essential. If $V$ is complex, the two terms above leave $(i/\hbar c)(\varepsilon-\varepsilon^*)=2\,\mathrm{Im}V/(\hbar c)$, and the current falls along $x$ when $\mathrm{Im}V<0$. A layer with $V=4-0.1i$, $S=0.5$, $d=1$ at $E=2$ gives $1-R-T=0.109$.

\section{Choose outgoing waves by their flux}

The second failure lies in the leads. A lead that carries waves has $|\varepsilon|>|M|$, so $\varepsilon+M$ and $\varepsilon-M$ have the same sign, that of $\varepsilon$. For a wave $e^{iqx}$ the upper row of (\ref{G}) gives $v/u=\hbar cq/(\varepsilon+M)$. Its current has the sign of $q\varepsilon$. The group velocity says the same: differentiating $\varepsilon^2=\hbar^2c^2q^2+M^2$ at fixed $V$ gives $dE/d(\hbar q)=\hbar c^2q/\varepsilon$. The right-moving wave therefore has $q=\mathrm{sgn}(\varepsilon)\,k$, which is negative in the Klein zone $\varepsilon<-|M|$. Its component ratio is
\begin{equation}
\frac vu=\frac{\hbar ck}{|\varepsilon+M|}=\sqrt{\frac{\varepsilon-M}{\varepsilon+M}}\equiv\eta>0 .
\end{equation}

The spinors
\begin{equation}
w_\pm=\frac{1}{\sqrt{2\eta}}\begin{pmatrix}1\\ \pm\eta\end{pmatrix}
\end{equation}
satisfy $w_\pm^\dagger\sigma_xw_\pm=\pm1$ and $w_+^\dagger\sigma_xw_-=(-\eta+\eta)/(2\eta)=0$. The matrix $Q=(w_+,w_-)$ thus has $Q^\dagger\sigma_xQ=\sigma_z$ and $\det Q=-1$. Between a left and a right lead, define
\begin{equation}
X=Q_R^{-1}\mathcal TQ_L .
\end{equation}
Since $(Q_R^{-1})^\dagger\sigma_zQ_R^{-1}=\sigma_x$, equation (\ref{group}) gives $X^\dagger\sigma_zX=Q_L^\dagger\sigma_xQ_L=\sigma_z$; the determinants give $\det X=1$. So $X$ has the SU(1,1) form
\begin{equation}
X=\begin{pmatrix}\alpha&\beta\\ \beta^*&\alpha^*\end{pmatrix},\qquad |\alpha|^2-|\beta|^2=1 .
\end{equation}

A wave of unit flux from the left, with nothing arriving from the right, means $(t,0)^T=X(1,r)^T$. The lower row gives $r$, and the upper row then gives $t$:
\begin{equation}
r=-\frac{\beta^*}{\alpha^*},\qquad t=\alpha-\frac{|\beta|^2}{\alpha^*}=\frac{1}{\alpha^*}.
\label{rt}
\end{equation}
Because the spinors carry unit flux, $T=|t|^2$ and $R=|r|^2$ need no velocity factors, and
\begin{equation}
R+T=\frac{|\beta|^2+1}{|\alpha|^2}=1 .
\end{equation}
If $|\varepsilon|<|M|$ on the right, the decaying spinor has an imaginary ratio $v/u$ and carries no current. Then $1-|r|^2=0$: reflection is total.

\subsection{The supercritical step}

For a sharp step $\mathcal T=1$. With $Q_R^{-1}=\sigma_zQ_R^\dagger\sigma_x$,
\begin{equation}
\alpha=w_{R+}^\dagger\sigma_xw_{L+}=\frac{\eta_L+\eta_R}{2\sqrt{\eta_L\eta_R}},\qquad
T=\frac{4\eta_L\eta_R}{(\eta_L+\eta_R)^2}.
\end{equation}
Take $E=2$ and height $5$ (2555 keV for an electron). On the right $\varepsilon=-3$, so $\eta_L=\sqrt{1/3}=0.5774$ and $\eta_R=\sqrt{(-4)/(-2)}=1.4142$. Hence $T=4(0.8165)/(1.9916)^2=0.823$ and $R=0.177$.

The naive choice $q=+k$ puts the transmitted amplitude on $w_-$: $(0,t')^T=X(1,r')^T$. This gives $r'=-\alpha/\beta$ and $t'=\beta^*-|\alpha|^2/\beta=-1/\beta$, so that
\begin{equation}
R'=\frac{|\alpha|^2}{|\beta|^2}=\frac1R,\qquad T'=\frac1{|\beta|^2},\qquad R'-T'=1 .
\end{equation}
Here $R'=5.66$ and $T'=4.66$. This is a valid solution of the Dirac equation, but $w_-$ carries flux towards the step. It describes waves incident from both sides, and the excess reflection is supplied from the right.

A wave packet launched from the left decides between the two conditions without assuming either. The program sends one at a smooth step of the same height, $V=\frac52[1+\tanh(x/0.5)]$. The transmitted probability is $0.500$, and averaging $T$ from (\ref{rt}) over the packet's momenta also gives $0.500$; the time step and the slicing leave further digits uncertain. The smooth step transmits less than the sharp one. It contains an interval with $|\varepsilon|<M$, where the wave is evanescent, and at the sharp step this interval has zero width. A tunnelling estimate gives the size of the effect. Here $dV/dx=\frac45V(5-V)$, so $dx=\frac14[1/V+1/(5-V)]\,dV$. With $\kappa=\sqrt{1-\varepsilon^2}$, $V=2-\varepsilon$ and $\int_{-1}^{1}\sqrt{1-y^2}\,dy/(b\mp y)=\pi(b-\sqrt{b^2-1})$, we get $2\int\kappa\,dx=\frac\pi2(5-\sqrt3-\sqrt8)=0.69$ and $e^{-0.69}=0.50$. No significance is attached to the closeness to one half.

\section{One barrier, and loss of digits}

Let one layer $(\varepsilon_b,M_b,k,d)$ lie between leads with $V=S=0$, mass term $M=mc^2$ and wave number $k_0>0$. The unit matrix in (\ref{layer}) does not contribute to $\beta$, and $\sigma_xG=(i/\hbar c)\,\mathrm{diag}(\varepsilon_b-M_b,\varepsilon_b+M_b)$. Therefore
\begin{equation}
\beta=\frac{\sin kd}{k}\,w_+^\dagger\sigma_xGw_-
=\frac{i}{2\eta\hbar c}\,\frac{\sin kd}{k}\left[(\varepsilon_b-M_b)-\eta^2(\varepsilon_b+M_b)\right].
\end{equation}
Insert $\eta^2=(E-M)/(E+M)$. Over the common denominator $E+M$, the bracket has the numerator
\begin{equation}
(\varepsilon_b-M_b)(E+M)-(E-M)(\varepsilon_b+M_b)=2(M\varepsilon_b-M_bE).
\end{equation}
With $\eta|E+M|=\hbar ck_0$ and $T=1/|\alpha|^2=1/(1+|\beta|^2)$,
\begin{equation}
T=\left[1+\left(\frac{M\varepsilon_b-M_bE}{\hbar^2c^2k_0k}\right)^2\sin^2kd\right]^{-1}.
\label{barrier}
\end{equation}
For imaginary $k$, $\sin^2(kd)/k^2=\sinh^2(\kappa d)/\kappa^2$.

Apart from the resonances $kd=n\pi$ with $n=1,2,\dots$ (at $k=0$ the factor $\sin(kd)/k$ equals $d$ and does not vanish), reflection vanishes when $M\varepsilon_b=M_bE$. A massless particle in a pure vector potential has $M=M_b=0$ and meets this condition in each layer at every energy. All matrices $X$ are then diagonal, and so is their product: no sequence of layers reflects. For a massive particle the condition reads $SE=-mc^2V$. If $S\neq0$ it holds at the single energy $E=-mc^2V/S$, which is a scattering energy, $|E|>mc^2$, only when $|V|>|S|$. It never holds for a pure vector barrier. With $V=-2$ and $S=1$ it holds at $E=2$, where $\varepsilon_b=4$ and $M_b=2$, for any $d$.

The third failure appears for $E=2$, $V=1.5$, $S=0$, $d=30$. Here $\varepsilon_b=0.5$, $\kappa=\sqrt{0.75}=0.866$ and $k_0\kappa=1.5=|M\varepsilon_b-M_bE|$, so (\ref{barrier}) becomes $T=1/\cosh^2(25.98)=1.085\times10^{-22}$. Thus $|\alpha|\approx10^{11}$, while $|t|\approx10^{-11}$. Double-precision numbers near $10^{11}$ are spaced by about $10^{-5}$, so the difference $\alpha-|\beta|^2/\alpha^*$ cannot resolve $t$. The program obtains zero from it. The equivalent form $t=1/\alpha^*$ uses $\det X=1$ as a proven fact and reproduces the closed result to the printed digits.

This cure has a limit. For a narrow resonance between thick barriers, $|\alpha|$ falls to order one through cancellation of factors of order $e^{2\kappa d}$, and their rounding errors, of order $10^{-16}e^{2\kappa d}$, remain in it; for two barriers with $\kappa d\approx15$ they reach the fourth decimal of $T$. Independently, the product overflows in double precision once the total $\kappa d$ exceeds about $700$.

\section{Smooth profiles: conservation is not accuracy}

A smooth profile is replaced by slices of width $h$, each with the midpoint values of $V$ and $S$. To find the error of one slice, put $G(x_m+s)=G_m+sG_m'+\frac12s^2G_m''+\dots$ into the iterated-integral series for the exact propagator. In the single integral the term linear in $s$ vanishes by symmetry, and the next is
\begin{equation}
\frac12G_m''\int_{-h/2}^{h/2}s^2\,ds=\frac{h^3}{24}\,G_m'' .
\end{equation}
The double integral of $G(s)G(s')$ over $s'<s$ contains, to first order in $G'$,
\begin{equation}
\int_{-h/2}^{h/2}\!ds\int_{-h/2}^{s}\!ds'\,(sG_m'G_m+s'G_mG_m')=\frac{h^3}{12}\,(G_m'G_m-G_mG_m'),
\end{equation}
because $\int s(s+\frac h2)\,ds=h^3/12$ and $\int\frac12(s^2-\frac{h^2}{4})\,ds=-h^3/12$. The error per slice is $O(h^3)$. A fixed length holds a number of slices proportional to $1/h$, so the total error is $O(h^2)$. The derivation assumes a twice differentiable profile. A kink inside a slice adds an error $O(h^2)$ from that slice alone and leaves the order unchanged, but a jump inside a slice adds an error $O(h)$; jumps must therefore be placed on slice boundaries.

Each slice, however coarse, satisfies (\ref{group}). Apart from rounding, $R+T=1$ therefore holds at every $h$ and says nothing about the resolution. Consider $V=4e^{-(x/1.5)^2}$, $S=0.6\,e^{-(x-1)^2}$ on $-7<x<7$ at $E=2$. Direct integration of (\ref{G}) gives $T=0.05160$. Fourteen slices give $T=0.0090$, too small by a factor of almost six, although $|R+T-1|$ is $2\times10^{-16}$. With 140, 280 and 560 slices $T$ is $0.05043$, $0.05130$ and $0.05152$; the last is low by $0.14\%$ of the integrated value. In the last halving of $h$ the norm of the error in $\mathcal T$ falls by a factor $4.00$, as second order requires. The check to use is repetition with smaller slices.

\section{Bands from the trace}

Let the profile have period $a$ and let $\mathcal T$ now propagate across one cell. Bloch's condition $\psi(x+a)=e^{iKa}\psi(x)$ makes $e^{iKa}$ an eigenvalue of $\mathcal T$. As $\det\mathcal T=1$, the other eigenvalue is $e^{-iKa}$, and their sum is the trace:
\begin{equation}
\cos Ka=\tfrac12\,\mathrm{tr}\,\mathcal T .
\label{bloch}
\end{equation}
The trace equals $2\,\mathrm{Re}\,a_C$, where $a_C$ is the upper left element of $C$, and is therefore real. If $|\frac12\mathrm{tr}\,\mathcal T|<1$, $K$ is real and the energy lies in a band. If the modulus exceeds one, the eigenvalues are real with moduli different from one; each solution grows in at least one direction, and there is no Bloch state. At $\pm1$ there is a periodic or antiperiodic solution. No eigenvector, and no choice of root, is needed to find the bands.

For two layers per cell, multiply two matrices (\ref{layer}). The terms with a single $G$ are traceless. From (\ref{G}),
\begin{equation}
\mathrm{tr}(G_2G_1)=-\frac{(\varepsilon_2+M_2)(\varepsilon_1-M_1)+(\varepsilon_2-M_2)(\varepsilon_1+M_1)}{\hbar^2c^2}
=-\frac{2(\varepsilon_1\varepsilon_2-M_1M_2)}{\hbar^2c^2},
\end{equation}
and hence the Dirac--Kronig--Penney relation is
\begin{equation}
\cos Ka=\cos k_1d_1\cos k_2d_2-\frac{\varepsilon_1\varepsilon_2-M_1M_2}{\hbar^2c^2k_1k_2}\sin k_1d_1\sin k_2d_2 .
\label{kp}
\end{equation}

Delta barriers follow if layer 2 is a rectangle that shrinks at fixed areas $Vd_2=\hbar c\varphi$ and $Sd_2=\hbar c\chi$. Then $\varepsilon_2d_2\to-\hbar c\varphi$, $M_2d_2\to\hbar c\chi$ and $k_2d_2\to\Lambda=\sqrt{\varphi^2-\chi^2}$. With $V=S=0$ in layer 1, whose width tends to $a$,
\begin{equation}
\cos Ka=\cos\Lambda\cos k_1a+\frac{E\varphi+mc^2\chi}{\hbar ck_1}\,\frac{\sin\Lambda}{\Lambda}\sin k_1a .
\end{equation}
For $\varphi=0.9$, $\chi=0.6$, $a=2$, $E=2$ this gives $-1.1499$, a gap; a barrier of width $10^{-5}$ gives the same to these digits.

\subsection{A lattice with a Klein overlap}

Take wells of width 2 with $V=S=0$ and barriers of width 1 with $V=4$, $S=0.5$, so $M_2=1.5$ and $a=3$ (1.16 pm). Waves propagate in the wells for $|E|>1$ and in the barriers for $E<2.5$ or $E>5.5$. For $1<E<2.5$ they propagate in both, with $\varepsilon<-M$ in the barrier. Solving $\frac12\mathrm{tr}\,\mathcal T=\pm1$ gives five bands between $E=-1$ and $5$:
\begin{center}
\begin{tabular}{cccc}
band & lower edge & upper edge & width (keV)\\
1 & $-0.7999$ & $-0.4759$ & 165.6\\
2 & $0.7528$ & $1.0098$ & 131.3\\
3 & $1.7014$ & $2.0047$ & 155.0\\
4 & $2.8207$ & $3.1128$ & 149.3\\
5 & $3.9680$ & $4.2895$ & 164.3
\end{tabular}
\end{center}
Diagonalizing $H$ in 401 plane waves per component, which uses no transfer matrix, reproduces the edges within $2.1\times10^{-7}\,mc^2$. This difference comes from the truncation: it is $1.1\times10^{-6}$ with 201 and $1.8\times10^{-8}$ with 801 plane waves. Band 1 is evanescent in the wells, bands 4 and 5 in the barriers. Band 3 lies wholly in the Klein overlap, yet a gap of $0.692$ (353 keV) separates it from band 2. Propagation in both layers does not by itself ensure a band.

The reason follows from scattering by one cell. With equal leads $X=Q^{-1}\mathcal TQ$ has the same trace as $\mathcal T$, so $\cos Ka=\mathrm{Re}\,\alpha$. Writing $t=\sqrt T\,e^{i\theta}$, where $\theta$ includes the phase gained across the whole cell, and using $\alpha^*=1/t$, we obtain
\begin{equation}
\cos Ka=\mathrm{Re}\,\frac1t=\frac{\cos\theta}{\sqrt T}.
\end{equation}
There is a gap where $|\cos\theta|>\sqrt T$. Without reflection this cannot occur, so massless particles in a pure vector lattice have no gaps. Here, at $E=1.5$, $T=0.2114$ and $\theta=0.4728$, and $\cos Ka=0.89032/0.45975=1.9365$. At $E=1.8$ the cell transmits slightly less, $T=0.1948$, but $\theta=1.4055$ gives $\cos Ka=0.1645/0.4414=0.373$, inside band 3. The phase decides between the two.

For $N$ cells, every $2\times2$ matrix of unit determinant obeys $X^2=2\cos(Ka)\,X-1$. With $s_N=\sin(NKa)/\sin(Ka)$, suppose $X^N=s_NX-s_{N-1}$, which holds for $N=1$. Multiplying by $X$ gives
\begin{equation}
X^{N+1}=(2\cos Ka\,s_N-s_{N-1})X-s_N=s_{N+1}X-s_N ,
\end{equation}
so the form holds for all $N$. The off-diagonal element is $s_N\beta$, and
\begin{equation}
T_N=\frac{1}{1+|\beta|^2s_N^2},\qquad |\beta|^2=\frac1T-1 .
\end{equation}
At $E=1.8$, $Ka=1.1888$ and $|\beta|^2=4.132$. For eight cells $s_8^2=0.00856$, hence $T_8=0.966$, although one cell transmits only $0.195$. This high value arises because $8Ka=9.511$ lies close to $3\pi=9.425$; seven cells transmit $0.21$. Inside a band $T_N$ oscillates with $N$ but stays above $1/(1+|\beta|^2/\sin^2Ka)$, here $0.17$. At $E=1.5$, $|\mathrm{Im}\,Ka|=1.2795$, the sines become hyperbolic, and $T_8=3.8\times10^{-9}$.

\section{The resulting procedure}

\begin{enumerate}
\item Place slice boundaries at all jumps and multiply the matrices (\ref{layer}) from left to right along $x$, each new one on the left.
\item For scattering, form $X$ with flux-normalized lead spinors, with $\eta>0$ on both sides. Take $t=1/X_{22}$ and $r=-X_{21}/X_{22}$.
\item For bands, use the cell matrix in (\ref{bloch}) and find the roots of $\frac12\mathrm{tr}\,\mathcal T=\pm1$. The energy grid must be finer than the narrowest gap, since the two edges of a gap are roots for the same sign, and within one grid step they leave no change of sign. The two edges of a narrow band belong to $+1$ and $-1$ and are found separately.
\item Halve the slices until the result is stable.
\end{enumerate}
At a lead threshold $\varepsilon=\pm M$ with $M\neq0$ the spinors $w_\pm$ do not exist, and the scattering quantities must be taken as limits. The layer matrices and the trace remain regular there. The numerical check checks these formulas against direct integration, wave-packet motion and plane-wave diagonalization.

\section*{Calculated quantities}
\begin{verbatim}
Units: energy m c^2, length hbar/(m c), unless stated
m c^2 = 510.999 keV, hbar/(m c) = 0.38616 pm
STEP: E = 2.0, height = 5.0 = 2555.0 keV
k left = 1.73205, |k| right = 2.82843 (m c/hbar)
eta left = 0.57735, eta right = 1.41421
outgoing group velocity: R = 0.17657, T = 0.82343
positive wave number: R' = 5.66343, T' = 4.66343
smooth step, tanh width 0.5: T(E=2) = 0.5000
packet: rms width 10.0, start -60.0, end time 130.0
packet transmitted = 0.5001, averaged T = 0.4999
SMOOTH BARRIER: V = 4 exp(-(x/1.5)^2), S = 0.6 exp(-(x-1)^2)
E = 2.0, -7 < x < 7, integrated T = 0.051597
integrated |a|^2-|b|^2 = 1.000000000
n =  14: T = 0.009040, matrix error = 1.18e+01, |R+T-1| = 2e-16
n = 140: T = 0.050432, matrix error = 9.32e-02, |R+T-1| = 0e+00
n = 280: T = 0.051302, matrix error = 2.33e-02, |R+T-1| = 2e-15
n = 560: T = 0.051523, matrix error = 5.82e-03, |R+T-1| = 1e-15
error ratio on halving the slice = 4.001
absorbing layer V = 4-0.1i, S = 0.5, d = 1: 1-R-T = 0.1088
right lead in gap (V = 2.3): |r| = 1.0000000000
THICK BARRIER: E = 2, V = 1.5, S = 0, d = 30
closed form T = 1.0851e-22, from 1/|alpha|^2 = 1.0851e-22
from X11 + X12 r = 0.0000e+00
LATTICE: well 2.0, barrier 1.0, V = 4.0, S = 0.5
period = 3.0 = 1.1585 pm
band 1: -0.79988 to -0.47588, cos Ka = +1 to -1, width 165.57 keV
band 2: 0.75275 to 1.00979, cos Ka = -1 to +1, width 131.35 keV
band 3: 1.70141 to 2.00467, cos Ka = +1 to -1, width 154.97 keV
band 4: 2.82068 to 3.11281, cos Ka = -1 to +1, width 149.27 keV
band 5: 3.96795 to 4.28952, cos Ka = +1 to -1, width 164.32 keV
gap 1-2: 1.22863 = 627.83 keV
gap 2-3: 0.69161 = 353.41 keV
gap 3-4: 0.81601 = 416.98 keV
gap 4-5: 0.85515 = 436.98 keV
largest edge difference to plane waves = 2.1e-07
E = 1.8: cell T = 0.19484, theta = 1.40552 rad, cos Ka = 0.37274
  Ka = 1.18884 + i(-0.00000), T of 8 cells = 9.6584e-01
E = 1.5: cell T = 0.21137, theta = 0.47276 rad, cos Ka = 1.93652
  Ka = 0.00000 + i(-1.27951), T of 8 cells = 3.7902e-09
DELTA LIMIT: phi = 0.9, chi = 0.6, a = 2.0, E = 2.0
cos Ka formula = -1.149897, thin = -1.149916
\end{verbatim}
